# Analytic extraction of intrinsic transistor elements from Y-parameters, with error bars

## A resistance that 1 GHz cannot see

A transistor model contains a charging resistance of 3.5 Ω. Its scattering parameters are measured with the same small noise at all frequencies, $3\times10^{-4}$ in each real and imaginary part. Extracted from the 1 GHz data alone, the resistance has a standard error of 7.95 Ω. At 40 GHz the standard error is 0.018 Ω.

The extraction formulas themselves contain no approximation for the circuit assumed. What changes with frequency is how strongly they amplify noise. An implementation therefore needs the formulas, their error bars, and a way of averaging that uses both.

## Circuit and conventions

The transistor is in common source, driven by small signals about a fixed bias, with pads and leads already removed from the data. Time dependence is $e^{+j\omega t}$ and port currents flow inward. Port 1 is the gate, port 2 the drain.

- $C_{gs}$ in series with $R_i$ joins gate to source.
- $C_{gd}$ joins gate to drain.
- $g_{ds}$ in parallel with $C_{ds}$ joins drain to source.
- A current $g_m e^{-j\omega\tau}v$ flows from drain to source, where $v$ is the voltage across $C_{gs}$ alone.

All seven elements are positive. The current through $C_{gs}$ also passes through $R_i$, so $j\omega C_{gs}v=(V_1-v)/R_i$, which gives

$$v=\frac{V_1}{D},\qquad D=1+j\omega R_iC_{gs}.$$

Kirchhoff's current law at the two ports reads

$$I_1=j\omega C_{gs}v+j\omega C_{gd}(V_1-V_2),$$
$$I_2=g_me^{-j\omega\tau}v+(g_{ds}+j\omega C_{ds})V_2+j\omega C_{gd}(V_2-V_1).$$

Inserting $v$ and reading off the coefficients of $V_1$ and $V_2$:

$$Y_{11}=\frac{j\omega C_{gs}}{D}+j\omega C_{gd},\qquad Y_{12}=-j\omega C_{gd},$$
$$Y_{21}=\frac{g_me^{-j\omega\tau}}{D}-j\omega C_{gd},\qquad Y_{22}=g_{ds}+j\omega(C_{ds}+C_{gd}).$$

## Inversion

The gate-drain branch appears in all four entries and cancels in three combinations:

$$Y_g=Y_{11}+Y_{12}=\frac{j\omega C_{gs}}{D},\quad Y_t=Y_{21}-Y_{12}=\frac{g_me^{-j\omega\tau}}{D},\quad Y_d=Y_{22}+Y_{12}=g_{ds}+j\omega C_{ds}.$$

The reciprocal of $Y_g$ is a series impedance, whose parts separate:

$$z=\frac1{Y_g}=R_i-\frac{j}{\omega C_{gs}}.$$

Hence

$$C_{gd}=-\frac{\mathrm{Im}\,Y_{12}}{\omega},\quad R_i=\mathrm{Re}\,z,\quad C_{gs}=-\frac1{\omega\,\mathrm{Im}\,z},\quad g_{ds}=\mathrm{Re}\,Y_d,\quad C_{ds}=\frac{\mathrm{Im}\,Y_d}{\omega}.$$

Since $D=j\omega C_{gs}z$, the controlled source follows from

$$G=Y_t\,j\omega C_{gs}z=g_me^{-j\omega\tau},\qquad g_m=|G|,\qquad \tau=-\frac{\arg G}{\omega}.$$

The last formula needs $\omega\tau<\pi$. Four complex entries supply eight real numbers for seven unknowns; the remaining condition is $\mathrm{Re}\,Y_{12}=0$, a check on the circuit.

**Arithmetic at 10 GHz.** The device has $g_m=60$ mS, $\tau=1.5$ ps, $g_{ds}=1$ mS, $C_{gs}=200$ fF, $C_{gd}=25$ fF, $C_{ds}=50$ fF and $R_i=3.5$ Ω. Its matrix, in mS, is

$$Y=\begin{pmatrix}0.5516+14.1129j&-1.5708j\\59.3705-9.8286j&1+4.7124j\end{pmatrix}.$$

With $\omega=6.2832\times10^{10}\ \mathrm{s^{-1}}$, $Y_{12}$ gives $C_{gd}=25$ fF. The sum $Y_g=0.5516+12.5421j$ mS has the reciprocal $z=3.500-79.578j$ Ω, so $R_i=3.5$ Ω and $C_{gs}=1/(79.578\,\omega)=200$ fF. From $Y_d=1+3.1416j$ mS come $g_{ds}=1$ mS and $C_{ds}=50$ fF. Finally $D=1+0.0440j$ and

$$G=(59.3705-8.2578j)(1+0.0440j)=59.734-5.647j\ \text{mS}.$$

Its modulus is 60 mS and its phase $-0.09425$ rad, which divided by $-\omega$ is 1.5 ps.

For a test of constancy, Kirchhoff's equations were solved numerically, with the internal node kept as an unknown, at 40 frequencies from 1 to 40 GHz. The largest relative error of any recovered element was $7\times10^{-16}$, the level of rounding.

## From measured noise to error bars

With the leads removed, the scattering matrix is $S=(Y_0-Y)(Y_0+Y)^{-1}$, where $Y_0=20$ mS multiplies the unit matrix. Solving for $Y$,

$$Y=Y_0(1-S)(1+S)^{-1}=Y_0\left[2(1+S)^{-1}-1\right].$$

For a small change, $\delta(A^{-1})=-A^{-1}\,\delta A\,A^{-1}$. Also $1+S=2Y_0(Y_0+Y)^{-1}$. With $M=Y_0+Y$ this gives

$$\delta Y=-2Y_0(1+S)^{-1}\delta S(1+S)^{-1}=-\frac{M\,\delta S\,M}{2Y_0}.$$

Differentiating the inversion formulas gives the rest:

$$\delta z=-\frac{\delta Y_g}{Y_g^2},\quad \delta R_i=\mathrm{Re}\,\delta z,\quad \delta C_{gs}=\omega C_{gs}^2\,\mathrm{Im}\,\delta z,$$
$$\delta C_{gd}=-\frac{\mathrm{Im}\,\delta Y_{12}}\omega,\quad \delta g_{ds}=\mathrm{Re}\,\delta Y_d,\quad \delta C_{ds}=\frac{\mathrm{Im}\,\delta Y_d}\omega,$$
$$\frac{\delta G}{G}=\frac{\delta Y_t}{Y_t}+\frac{\delta C_{gs}}{C_{gs}}+\frac{\delta z}{z},\quad \delta g_m=g_m\mathrm{Re}\frac{\delta G}{G},\quad \delta\tau=-\frac1\omega\mathrm{Im}\frac{\delta G}{G}.$$

Let the real and imaginary parts of the four $S$ entries have independent errors of standard deviation $\sigma_S$. Insert a unit change in each of these eight numbers, sum the squares of the responses, and multiply the root by $\sigma_S$. That is the error bar. It assigns the noise to the data after lead removal. If equal, independent noise entered outside leads of 1, 2 and 4 Ω and 40, 5 and 40 pH (gate, source, drain), removing them would change the single-point error bars by between −4% and +20% at 1, 10 and 40 GHz.

**The charging resistance.** Adding the two entries in the first row of $\delta Y$ gives

$$\delta Y_g=-\frac1{2Y_0}\sum_{kl}M_{1k}\,\delta S_{kl}\,c_l,\qquad c_l=M_{l1}+M_{l2}.$$

Multiplying noise with equal, independent quadratures by a complex number rotates and scales it, so each quadrature of $Y_g$ has

$$\sigma_{Y_g}=\frac{\sigma_S}{2Y_0}\sqrt{|M_{11}|^2+|M_{12}|^2}\,\sqrt{|c_1|^2+|c_2|^2},\qquad \sigma_{R_i}=\frac{\sigma_{Y_g}}{|Y_g|^2}.$$

At low frequency $M_{11}\to Y_0$, $M_{12}\to0$, $c_1\to Y_0$ and $c_2\to Y_0+g_m+g_{ds}$. Therefore

$$\sigma_{R_i}\approx\frac{\sigma_S}{2}\,\frac{\sqrt{Y_0^2+(Y_0+g_m+g_{ds})^2}}{(\omega C_{gs})^2}.$$

The root is 83.4 mS, so the numerator is 0.0125 mS. At 1 GHz $\omega C_{gs}=1.257$ mS, and the quotient is 7.9 Ω, which accounts for the opening number. Two causes act together. The gate branch is almost a pure capacitor at 1 GHz, with a reactance of 796 Ω hiding 3.5 Ω. In addition, noise in $S_{12}$ reaches $Y_g$ through $c_2$, which contains the transconductance; it supplies $81^2/(20^2+81^2)=94\%$ of the variance in this limit.

**The delay.** Because $\tau=-[\arg Y_t+\arctan(\omega R_iC_{gs})]/\omega$, an error in $R_i$ at low frequency shifts the delay by about $-C_{gs}\,\delta R_i$. With 200 fF and 7.95 Ω this is 1.59 ps; full propagation gives 1.58 ps. One point at 1 GHz therefore does not resolve a delay of 1.5 ps. At 40 GHz the error is 0.0017 ps. The transconductance is spared because $|D|=\sqrt{1+(\omega R_iC_{gs})^2}$ responds weakly when $\omega R_iC_{gs}$ is small: its error is 0.030 mS at 1 GHz and 0.055 mS at 40 GHz.

## Averaging over frequency

Let $p_i$ be one element extracted at frequency $i$, with error $\sigma_i$ independent between frequencies. Among means $\sum a_ip_i$ with $\sum a_i=1$, the variance $\sum a_i^2\sigma_i^2$ is smallest where $2a_i\sigma_i^2$ equals a common Lagrange multiplier. So $a_i\propto w_i=\sigma_i^{-2}$ and

$$\bar p=\frac{\sum w_ip_i}{\sum w_i},\qquad \sigma_{\bar p}=\Big(\sum w_i\Big)^{-1/2}.$$

Constancy is judged by the reduced chi-square of $N$ points,

$$\chi^2_r=\frac1{N-1}\sum_iw_i(p_i-\bar p)^2.$$

With $p_i=p+\varepsilon_i$, the sum equals $\sum w_i\varepsilon_i^2-(\sum w_i)\bar\varepsilon^2$. Its expectation is $N-1$, so $\chi_r^2$ averages 1 if the element is constant. For Gaussian errors its standard deviation is $\sqrt{2/(N-1)}=0.23$ for 40 points.

The weights need element values. The median over frequency of each extracted element serves as a pilot, and the circuit formulas then give a smooth $Y$ from which the $\sigma_i$ are computed. This keeps the noise of an individual point largely out of its own weight.

```
input: f[1..N], S[1..N] with leads removed, sigma_S, Y0
for each i:
    w  = 2*pi*f[i]
    Y  = Y0*(1 - S[i])*inverse(1 + S[i])
    Yg = Y11 + Y12;  Yt = Y21 - Y12;  Yd = Y22 + Y12
    z  = 1/Yg
    Ri = Re z;       Cgs = -1/(w*Im z)
    Cgd = -Im(Y12)/w
    gds = Re Yd;     Cds = Im(Yd)/w
    G  = Yt*j*w*Cgs*z
    gm = |G|;        tau = -arg(G)/w
    p[i] = (gm, tau, gds, Cgs, Cgd, Cds, Ri)
pilot = median of p over i
for each i:
    Y = circuit formulas(pilot, f[i]);  M = Y0 + Y
    var = 0
    for each entry (k,l), for u in {1, j}:
        dY  = -u*(column k of M)*(row l of M)/(2*Y0)
        var = var + (linear response of p to dY)^2
    sigma[i] = sigma_S*sqrt(var)
return weighted means, their errors, chi-squares
```

Time and memory grow as $N$. Each point needs one $2\times2$ inversion and eight linear responses; there is no iteration and no starting guess.

**One noisy sweep.** The first simulated sweep gave the following weighted means.

- $g_m=60.010\pm0.006$ mS, $\chi_r^2=0.94$
- $\tau=1.5001\pm0.0005$ ps, 0.85
- $g_{ds}=1.002\pm0.002$ mS, 1.29
- $C_{gs}=200.06\pm0.03$ fF, 0.65
- $C_{gd}=24.989\pm0.009$ fF, 0.77
- $C_{ds}=50.007\pm0.017$ fF, 0.70
- $R_i=3.501\pm0.005$ Ω, 0.83

The largest deviations from the inputs, in $g_m$ and $C_{gs}$, are just under two error bars. All chi-squares lie within 1.6 standard deviations of 1. In this sense the noisy recovery is independent of frequency: the values scatter, but as much as the error bars predict.

Over 2000 simulated sweeps, the scatter of every element at every frequency agreed with linear propagation within 8%, and the mean $\chi_r^2$ of every element lay within 0.04 of 1. The scatter of $R_i$ fell by a factor 3.99 from 1 to 2 GHz, against 4 for an inverse-square law. An unweighted frequency average of $R_i$ scattered by 0.21 Ω, the weighted one by 0.0047 Ω. The first few points spoil the plain average: with $\sigma_i\propto f_i^{-2}$ its error is about $7.95\times1.04/40=0.21$ Ω.

## Stability and failure modes

**Noise too large for linearization.** The error bars require $\sigma_{Y_g}\ll|Y_g|$. At 1 GHz the ratio is $0.0125/1.257=1\%$. At 0.1 GHz, where the ratio is 10%, the scatter of $R_i$ still follows the linear error bar within 2%; at a ratio of 20% it exceeds it by 10%, and at 33% by nearly a factor of two. Points with a ratio above about 20% should be dropped, since the reciprocal becomes strongly nonlinear.

**Cancellation.** $Y_g$ is a difference of susceptances, but $C_{gd}$ enters $\sigma_{Y_g}$ only through $M_{11}=Y_0+Y_g+j\omega C_{gd}$ and $M_{12}=-j\omega C_{gd}$; $c_1=Y_0+Y_g$ and $c_2=Y_0+Y_t+Y_d$ do not contain it. Accuracy is lost once $\omega C_{gd}$ becomes comparable with $|Y_0+Y_g|$, not simply when $C_{gd}\gg C_{gs}$. Here $C_{gd}$ raises the error of $R_i$ by 0.1%, 4% and 10% at 1, 10 and 40 GHz; with $C_{gd}=2$ pF the factors would be 1.4, 7.8 and 13.

**Phase wrapping.** For $\tau=1.5$ ps the principal phase suffices below $1/(2\tau)=333$ GHz. At 500 GHz, $\omega\tau=4.71$ is returned as $4.71-2\pi$, and the delay comes out as $-0.5$ ps. Unwrapping along the sweep cures this if the first point lies on the principal branch and neighbouring phases differ by less than $\pi$.

**A different delay convention.** If the current is referred to the whole gate-source voltage, the delay is $-\arg Y_t/\omega=\tau+\arctan(\omega R_iC_{gs})/\omega$. It is 2.200 ps at 1 GHz and 2.193 ps at 40 GHz for the same device. A delay must be quoted with its control voltage.

**A source resistance that leaves the transconductance flat.** Suppose an impedance $z_s$ in the source lead was not removed. It adds $z_s$ to every entry of the impedance matrix, so $Z'=Z+z_suu^T$ with $u=(1,1)^T$. Let $\Sigma=u^TYu$ be the sum of the four $Y$ entries. Then

$$Y'=Y-\frac{z_s\,Yuu^TY}{1+z_s\Sigma}.$$

To verify, multiply by $Z'$ from the left: the terms beyond the unit matrix are $z_suu^TY\,[1-(1+z_s\Sigma)/(1+z_s\Sigma)]=0$. Multiplying $Y'$ by $u$ from the right shows that the row sums are divided by $1+z_s\Sigma$; from the left, the column sums. Now $Y_g$ is the first row sum, $Y_d$ the second column sum, and $Y_t=\Sigma-Y_g-Y_d$. All three are therefore divided by $1+z_s\Sigma$.

The ratio $Y_t/Y_g$ is unchanged, so $G'=G\,C_{gs}'/C_{gs}$. For a resistance $z_s=r$,

$$\frac1{Y_g'}=\frac1{Y_g}+r\left(1+\frac{Y_t}{Y_g}+\frac{Y_d}{Y_g}\right),\qquad \frac{Y_t}{Y_g}=\frac{g_me^{-j\omega\tau}}{j\omega C_{gs}}.$$

The imaginary part of $Y_t/Y_g$ is $-g_m\cos\omega\tau/(\omega C_{gs})$. That of $Y_d/Y_g=(g_{ds}+j\omega C_{ds})z$ is $\omega C_{ds}R_i-g_{ds}/(\omega C_{gs})$. Collecting them,

$$\frac{g_m'}{g_m}=\frac{C_{gs}'}{C_{gs}}=\frac1{1+r(g_m\cos\omega\tau+g_{ds}-\omega^2C_{ds}R_iC_{gs})}.$$

As long as this factor is positive, the delay is untouched. With $r=0.2$ Ω the factor at low frequency is $1/1.0122$. The weighted $g_m$ came out 1.18% low, some 120 of its error bars, yet its mean $\chi_r^2$ over 200 sweeps was 1.28, barely more than one single-sweep standard deviation above 1. A flat transconductance is thus no proof that the source resistance was removed correctly. Two other quantities are more telling here: the extracted $g_{ds}$ rises from 0.988 mS at 1 GHz to 1.063 mS at 40 GHz, and $\mathrm{Re}\,Y_{12}$, which should vanish, reaches 0.12 mS at 40 GHz, about nine times its error bar.

Gate inductance shows itself more readily. With 10% of all leads left in (full values 1, 2 and 4 Ω and 40, 5 and 40 pH for gate, source and drain), $C_{gs}$ rises from 198.2 fF at 1 GHz to 211.4 fF at 40 GHz, with $\chi^2_r=342$. A gate inductance of 4 pH in series with $C_{gs}$ alone would raise it by the factor $1/(1-\omega^2L_gC_{gs})$, or 5.3% at 40 GHz, most of the rise. A source inductance $L_s$ hides better: with $j\omega L_s$ in place of $r$ in the formula for $1/Y_g'$, it shifts $R_i$ by about $L_sg_m/C_{gs}$, nearly flat in frequency. For 0.5 pH alone this is 0.15 Ω, some 30 error bars of the weighted mean, while the $\chi_r^2$ of $R_i$ stays at 1.0; it shows in $g_m$, whose $\chi_r^2$ rises to about 6. For 0.1 pH no chi-square exceeds 1.2 on average, yet $R_i$ is off by 6 error bars.

## Beside a real device

The inputs are rough typical values for a gallium nitride high-electron-mobility transistor 0.2 mm wide. Real devices depart from the seven-element circuit in several ways, sized here one at a time with all other elements held fixed.

**Gate leakage.** A conductance $G_L$ from gate to source changes $z$ by about $-G_Lz^2$, and hence $R_i$ by $G_L[1/(\omega C_{gs})^2-R_i^2]$. For 1 µS this is 0.63 Ω at 1 GHz and 0.0004 Ω at 40 GHz.

**Gate-drain resistance.** A resistance $R_{gd}$ in series with $C_{gd}$ still cancels from $Y_g$, $Y_t$ and $Y_d$. It reduces the extracted $C_{gd}$ by the factor $1/[1+(\omega R_{gd}C_{gd})^2]$, or 0.39% at 40 GHz for 10 Ω. It makes $\mathrm{Re}\,Y_{12}$ nonzero and is itself $\mathrm{Re}(-1/Y_{12})$.

**Distributed channel.** Spread $C_{gs}$ uniformly over a channel resistance $R$, open at the far end. The gate-channel voltage obeys $V''=x^2V$ on a unit length, with $x^2=j\omega RC_{gs}$ and $V'(1)=0$, so $V\propto\cosh[x(1-s)]$. The input impedance is

$$-\frac{RV(0)}{V'(0)}=\frac{R\coth x}{x}\approx\frac1{j\omega C_{gs}}+\frac R3-\frac{j\omega R^2C_{gs}}{45}.$$

Matching $R=3R_i$ lowers the extracted $C_{gs}$ by about $(\omega R_iC_{gs})^2/5$, or 0.6% at 40 GHz.

**Self-heating.** At 20 V and 40 mA, a rough thermal resistance of 60 K/W puts the channel at 348 K above a 300 K base, so the elements belong to 348 K. Let $I$ and $V$ be the drain current and drain voltage at the bias point, $T$ the channel temperature and $Z_{th}$ the thermal impedance. If the current falls as $1/T$ at fixed voltages,

$$\delta I=g_m\delta V_1+g_{ds}\delta V_2-\frac IT\delta T,\qquad \delta T=Z_{th}(I\,\delta V_2+V\,\delta I).$$

With $a=Z_{th}I/T$, solving for $\delta I$ replaces $g_m$ by $g_m/(1+aV)$ and $g_{ds}$ by $(g_{ds}-aI)/(1+aV)$. At zero frequency these are 52.7 and 0.64 mS, so static curves should not be expected to reproduce the radio-frequency values.

At high frequency, heat entering a plane of area $A$ decays into the solid as $e^{-qs}$ with $q=\sqrt{j\omega c/\kappa}$, where $c$ is the heat capacity per volume and $\kappa$ the conductivity. The surface flux $\kappa qT$ gives $Z_{th}=1/(A\sqrt{j\omega\kappa c})$. For rough material values and a heated strip 0.5 µm long, $|Z_{th}|$ is 5.9 K/W at 1 GHz. This lowers $g_m$ by 1.0% and $g_{ds}$ by 2.9%. The phase of $Z_{th}$ also raises the extracted $C_{ds}$ by 4.5 fF, or 9%, and shifts the apparent delay by $-1.52$ ps, comparable in size with the delay itself. Heat spreading past the edges of so short a strip, neglected here, would reduce this shift to about $-1.3$ ps if the temperature is averaged over the strip; the same average gives $-0.7$ ps for a strip of 1 µm and $-2.2$ ps for 0.2 µm. At 40 GHz the shift is $-0.006$ ps, still more than the statistical error of the weighted mean. There the heat penetrates only about 20 nm, less than a rough average phonon mean free path of 30 nm. Much of the heat in gallium nitride is carried by phonons with paths of hundreds of nanometres or more, so even the depth of about 130 nm at 1 GHz is not safely diffusive, and Fourier's law gives no more than an order of magnitude across the sweep. Within this estimate heating, not noise, limits the accuracy of the averaged delay; for a single point at 1 GHz the two are about equal. The weights suppress the lowest frequencies, where the shift is largest, yet the weighted mean is still displaced by about $-0.010$ ps, some twenty times its statistical error.

**Field.** If all 20 V fell across the heated 0.5 µm, the mean field would be 0.4 MV/cm, against a rough breakdown field of 3 MV/cm. Local peaks are not covered by this figure.

Charge trapping and calibration errors common to many frequencies are outside the model. Averaging does not remove the latter, so the small errors of the weighted means describe random noise, not total accuracy. The remaining values are in the numerical output below.

## Numbers as computed

```
input gm = 60 mS
input tau = 1.5 ps
input gds = 1 mS
input Cgs = 200 fF
input Cgd = 25 fF
input Cds = 50 fF
input Ri = 3.5 ohm
S noise per quadrature 3.0e-04; Y0 = 20 mS
sweep 1-40 GHz, 40 points
10 GHz Y11 = 0.55163 +14.11290j mS
10 GHz Y12 = 0.00000 -1.57080j mS
10 GHz Y21 = 59.37052 -9.82855j mS
10 GHz Y22 = 1.00000 +4.71239j mS
10 GHz Yg = 0.55163 +12.54211j mS
10 GHz Yt = 59.37052 -8.25775j mS
10 GHz Yd = 1.00000 +3.14159j mS
10 GHz 1/Yg = 3.5000 -79.5775j ohm
10 GHz G = 59.7337 -5.6465j mS
noiseless largest relative error 6.7e-16
wrapped delay at 500 GHz -0.500 ps
other-convention delay, 1 and 40 GHz: 2.2000, 2.1929 ps
error bars of one point at 1, 10, 40 GHz:
  gm: 0.0298, 0.0321, 0.0551 mS
  tau: 1.58, 0.0156, 0.00171 ps
  gds: 0.013, 0.0134, 0.0183 mS
  Cgs: 2, 0.251, 0.178 fF
  Cgd: 0.503, 0.0643, 0.0538 fF
  Cds: 2.07, 0.213, 0.0729 fF
  Ri: 7.95, 0.0999, 0.0177 ohm
first noisy sweep: weighted mean, error, reduced chi-square:
  gm: 60.0104 +- 0.0059 mS, 0.94
  tau: 1.5001 +- 0.0005 ps, 0.85
  gds: 1.0020 +- 0.0023 mS, 1.29
  Cgs: 200.0607 +- 0.0325 fF, 0.65
  Cgd: 24.9890 +- 0.0090 fF, 0.77
  Cds: 50.0073 +- 0.0173 fF, 0.70
  Ri: 3.5011 +- 0.0048 ohm, 0.83
Ri scatter ratio 1 GHz / 2 GHz = 3.99 (2000 sweeps)
Ri mean scatter: plain 0.211, weighted 0.0047 ohm
only Rs = 0.2 ohm left: gm shift -1.18 %, gm chi-square 1.28
full leads: Rg,Rs,Rd 1,2,4 ohm; Lg,Ls,Ld 40,5,40 pH
10 % of leads left: Cgs at 1, 40 GHz 198.20, 211.41 fF; chi-square 342
leakage 1 uS: Ri shift at 1, 40 GHz 0.633, 0.00038 ohm
Rgd 10 ohm: Cgd shift at 40 GHz -0.39 %
distributed channel: Cgs shift at 40 GHz -0.61 %
bias 20 V, 40 mA, Rth 60 K/W: channel 348 K from base 300 K
heated DC: gm 52.73 mS, gds 0.636 mS
heat model: 150 W/(m K), 3 MJ/(m3 K), hot length 0.5 um
|Zth| at 1, 40 GHz: 5.95, 0.94 K/W
heating, 1 and 40 GHz: gm -0.96, -0.15 %; tau -1.524, -0.0061 ps
heating, 1 and 40 GHz: gds -2.9, -0.5 %
field 0.40 MV/cm if all of VD falls on hot length; rough breakdown 3 MV/cm
```
